Basis-Set Extrapolation of the G0W0 Ionization Energy of Helium

PROBLEM

A helium atom has a fixed nucleus and is treated without relativity. Its first ionization energy I is to be found in the G0W0 approximation, starting from restricted Hartree-Fock orbitals. The screening is that of the random-phase approximation (RPA), and only the diagonal element of the self-energy for the 1s orbital is kept. The basis sets are cc-pVXZ with X = 2, 3, 4, 5.

(a) Reduce the calculation to a matrix eigenvalue problem and one scalar equation, and compute I in each basis.

(b) Find how the error left by missing angular momenta falls with X.

(c) Extrapolate I from pairs of neighbouring bases, once linearly in X⁻³ and once linearly in 1/N, where N is the number of basis functions. Which result lies closer to the basis limit, and why?

Hartree atomic units are used in the equations (ħ = m = e = 4πε₀ = 1). Energies are given in eV; one hartree is 27.2114 eV.


FIRST ESTIMATE BY SCALING

Slow convergence comes from the short-range correlation of the two electrons, which requires virtual orbitals of high angular momentum l. At distance r from the nucleus such an orbital has wave number k ~ l/r and excitation energy ~ k². The Coulomb interaction at this wave number is ~ 1/k², so its matrix element is ~ n/k², where n ~ 1/r³ is the electron density.

There are 2l+1 ~ l orientations and about kr ~ l relevant radial states. Second-order perturbation theory then gives, for one value of l,

energy ~ l · l · (n/k²)²/k² ~ l² · r⁻⁶ · r⁶/l⁶ = l⁻⁴.

The size r has dropped out, so the prefactor is a pure number times one hartree. A cc-pVXZ basis for helium stops at l = X−1. The sum of l⁻⁴ over the missing l scales as X⁻³. With the unknown number set to one, the missing part of I at X = 5 is about 27.2/125 = 0.22 eV.

A second estimate avoids the prefactor. If the error is A/X³, one step in X changes I by about 3A/X⁴, so

remaining error ≈ (X/3) × last increment of I.

Since N grows as X³, scaling alone cannot distinguish X⁻³ from 1/N.


SOLUTION

1. The screened interaction

Let orbital 1 be the 1s orbital, with energy ε₁, and let a, b label virtual orbitals. All orbitals are real. Define

(pq|rs) = ∫∫ φ_p(r)φ_q(r) φ_r(r′)φ_s(r′)/|r−r′| d³r d³r′,
D_a = ε_a − ε₁,  v_ab = (1a|1b).

A potential of frequency ω mixes φ_a into φ₁. First-order perturbation theory gives the density response of independent electrons in the product φ₁φ_a. With two electrons in orbital 1 it is

χ⁰_a = 2[1/(ω − D_a) − 1/(ω + D_a)] = 4D_a/(ω² − D_a²).

At ω = 0 this is −4/D_a: density moves away from a repulsive potential.

In the RPA the electrons respond to the applied potential plus the Coulomb potential of the induced density. Hence χ = χ⁰ + χ⁰vχ, or χ⁻¹ = (χ⁰)⁻¹ − v. With D the diagonal matrix of the D_a,

χ⁻¹ = ¼ D^(−1/2) [ω² − M] D^(−1/2),
M = D^(1/2)(D + 4v)D^(1/2).

Let M have eigenvalues Ω_s² and orthonormal eigenvectors Z_as. Inverting gives

χ_ab = Σ_s 4 D_a^(1/2) Z_as Z_bs D_b^(1/2)/(ω² − Ω_s²).

The correlation part of the screened interaction is W_c = vχv. Its element between two copies of the product φ₁φ_q, for any orbital q, is

W_q(ω) = Σ_s w_qs² · 2Ω_s/(ω² − Ω_s²),
w_qs = √2 Σ_a (1q|1a) D_a^(1/2) Z_as Ω_s^(−1/2).

The factor √2 follows from 4 = 2 · 2.

2. The self-energy and the ionization energy

The GW correlation self-energy of the 1s orbital is

Σ_c(ω) = (i/2π) Σ_q ∫ G_q(ω+ω′) W_q(ω′) dω′.

Here G_q(ω) = 1/(ω − ε_q + iη) for virtual q, and the sign of iη is reversed for q = 1; η is a positive infinitesimal. Time ordering also splits the factor in W_q into

2Ω/(ω′² − Ω²) → 1/(ω′ − Ω + iη) − 1/(ω′ + Ω − iη).

The integrand falls as ω′⁻³, so the contour may be closed in either half-plane.

For virtual q the pole of G lies in the lower half-plane. Closing above encloses ω′ = −Ω_s, where W_q has residue −w². The result is (i/2π)(2πi)(−w²)/(ω − ε_q − Ω_s) = w²/(ω − ε_q − Ω_s).

For q = 1 the contour is closed below. It encloses ω′ = Ω_s, with residue +w², and runs clockwise. The result is w²/(ω − ε₁ + Ω_s). Together,

Σ_c(ω) = Σ_s [ w_1s²/(ω − ε₁ + Ω_s) + Σ_a w_as²/(ω − ε_a − Ω_s) ].

The Hartree-Fock energy ε₁ already contains exchange, so the quasiparticle equation and the ionization energy are

ω = ε₁ + Σ_c(ω),  I = −ω.

Near ω = ε₁ the first term of Σ_c is positive and lowers I. The second is negative and raises I.

In each basis the Hartree-Fock equations are solved, M is diagonalized, and the root near ε₁ is found numerically. With I_HF = −ε₁ the results are:

X = 2: I_HF = 24.8752 eV, I = 24.3604 eV
X = 3: I_HF = 24.9699 eV, I = 24.5740 eV
X = 4: I_HF = 24.9759 eV, I = 24.6749 eV
X = 5: I_HF = 24.9778 eV, I = 24.7152 eV

The fourth decimal serves the comparison of bases. It says nothing about the accuracy of G0W0 itself.

3. One angular momentum at a time

The 1s orbital is spherical, so φ₁φ_a has the angular form Y_lm of φ_a. The Coulomb interaction conserves l and m. Thus v_ab vanishes unless a and b share l and m, and (11|1a) vanishes unless l = 0. The self-energy is a sum over l with 2l+1 equal contributions each, and its first term occurs only for l = 0.

Write φ₁ = u₁/(r√(4π)), and let u_a be r times the radial part of φ_a. The multipole expansion of 1/|r−r′| gives

v_ab = [1/(2l+1)] ∫∫ u₁(r)u_a(r) [r_<^l/r_>^(l+1)] u₁(r′)u_b(r′) dr dr′,

where r_< and r_> are the smaller and larger of r and r′.

For l ≥ 1, take Σ_c at ω = ε₁ to second order in v. Then Ω_s becomes D_b and w_as becomes √2 v_ab. The contribution of this l is 2E_l, with

E_l = (2l+1) Σ_ab v_ab²/(2ε₁ − ε_a − ε_b),

where a and b run over the radial states for one m. E_l is the part of the second-order Møller-Plesset (MP2) correlation energy from this l. For one electron pair the general numerator v_ab(2v_ab − v_ba) reduces to v_ab², because v is symmetric.

4. The law at large l

Set λ = l + 1/2. The radial kernel is

r_<^l/r_>^(l+1) = (rr′)^(−1/2) (r_</r_>)^λ ≈ (1/r) exp(−λ|r−r′|/r).

For large λ it is short-ranged, so u₁ can be taken as constant across it and the radial states treated locally as plane waves of wave number k. With κ = λ/r, the Fourier transform of exp(−κ|x|) is 2κ/(k² + κ²). Using 2l+1 = 2λ and u₁² = 4πr²φ₁²,

v → u₁² · (1/2λ)(1/r) · 2κ/(k² + κ²) = 4πφ₁²/(k² + κ²).

The kinetic energy of a virtual state is [k² + l(l+1)/r²]/2 ≈ (k² + κ²)/2, and to leading order it dominates all other energies. Therefore 2ε₁ − ε_a − ε_b → −(k² + κ²). There is one radial state per area 2π in the (r,k) plane, so

E_l → −2λ ∫dr ∫(dk/2π) (4πφ₁²)²/(k² + κ²)³.

Substituting k = κ tan θ turns the k integral into κ⁻⁵ ∫cos⁴θ dθ from −π/2 to π/2, which is 3π/(8κ⁵). The factors combine to 2 · 16π² · (1/2π) · (3π/8) = 6π², and κ⁻⁵ = r⁵/λ⁵. Hence

E_l → −C/λ⁴,  C = 6π² ∫₀^∞ φ₁⁴ r⁵ dr.

Numerical quadrature with a nearly complete Hartree-Fock orbital gives C = 4.51 eV.

Screening beyond second order changes M through the ratio 4v/D = 32πφ₁²/(k² + κ²)², which scales as λ⁻⁴. It therefore leaves the leading law unchanged. In the radial calculation of section 5, screening reduces the contribution to Σ_c(ε₁) below its second-order value by 13% at l = 1, 0.4% at l = 4 and 0.02% at l = 10.

If the basis omits l ≥ X, the missing self-energy is approximately

−2C Σ_(l≥X) (l+1/2)⁻⁴ ≈ −2C ∫_X^∞ x⁻⁴ dx = −2C/(3X³).

The integral replaces the sum by the midpoint rule. A small change δΣ shifts the root by δω = δΣ + Σ_c′ δω, so δω = z δΣ with z = 1/(1 − Σ_c′). Since I = −ω,

missing angular part of I ≈ 2zC/(3X³).

This answers (b) when the radial functions for each retained l are complete. The cc-pVXZ sets also lack radial functions, and the formula does not include that error.

5. A basis limit for comparison

The same equations were solved with radial functions r^(l+1) e^(−ζr) L_n^(2l+2)(2ζr), where L denotes associated Laguerre polynomials and ζ = 3 + 1.5l in inverse bohr. There were 40 functions for each l from 0 to 10. Higher l were added by continuing the last contribution as λ⁻⁴. The result is

I_ref = 24.7615 eV = 3.967 × 10⁻¹⁸ J,

with I_HF = 24.9788 eV and z = 0.956. Starting the tail after l = 7, or using 28 radial functions, lowers I_ref by about 0.0001 eV in either case. The fully converged limit lies less than 0.0001 eV above the value used here, so every error quoted below relative to I_ref is uncertain by one unit in the fourth decimal. This does not change which law is closer for any cc-pVXZ pair. This is the basis limit of the stated G0W0 model. It omits vertex corrections, self-consistency, relativity and nuclear motion.

Relative to I_ref, the cc-pVXZ values are too low by

δ₂ = 0.4011, δ₃ = 0.1875, δ₄ = 0.0866, δ₅ = 0.0463 eV.

With complete radial functions but l ≤ 4, the calculation gives 24.7402 eV. The missing angular part at X = 5 is thus 24.7615 − 24.7402 = 0.0213 eV. The asymptotic formula gives 2 × 0.956 × 4.51/(3 × 125) = 0.0230 eV, which is 8% larger. The remaining 24.7402 − 24.7152 = 0.0250 eV comes from the incomplete radial functions of cc-pV5Z. Radial and angular errors are therefore of similar size.

6. The two extrapolations

The helium cc-pVXZ basis has X−l radial functions for each l < X. Equivalently, it consists of shells n = 1 to X, each with l = 0 to n−1 and hence n² functions. So

N_X = 1² + 2² + … + X² = X(X+1)(2X+1)/6,

which gives 5, 14, 30 and 55. With y = X + 1/2 one has X(X+1) = y² − 1/4 and 2X+1 = 2y. Thus N_X = (y³ − y/4)/3, and 1/N_X is close to 3/(X+1/2)³. It has the same leading power as X⁻³, with X shifted by one half.

Assume I_X = I_∞ − A f_X, where f_X is X⁻³ or 1/N_X. Subtracting the equation for X−1 gives I_X − I_(X−1) = A(f_(X−1) − f_X). Eliminating A,

I_∞ = I_X + g(I_X − I_(X−1)),  g = f_X/(f_(X−1) − f_X).

For the two laws,

g_cube = (X−1)³/[X³ − (X−1)³] = X/3 − 2/3 + (2X−1)/[3(3X²−3X+1)],
g_N = N_(X−1)/X² = (X−1)(2X−1)/(6X) = X/3 − 1/2 + 1/(6X).

The first expansion is polynomial division; the second uses N_X − N_(X−1) = X². For large X, g_N − g_cube tends to 1/6. The 1/N line then goes further by one sixth of the last increment.

For X = 5 the increment is 24.7152 − 24.6749 = 0.0402 eV before rounding of the two energies. The factors are g_cube = 64/61 = 1.049 and g_N = 30/25 = 1.200, so

X⁻³: 24.7152 + 1.049 × 0.0402 = 24.7574 eV,
1/N: 24.7152 + 1.200 × 0.0402 = 24.7635 eV, from unrounded energies.

The errors relative to I_ref for all pairs are:

pair (2,3): X⁻³ −0.0975 eV, 1/N −0.0688 eV
pair (3,4): X⁻³ −0.0129 eV, 1/N +0.0017 eV
pair (4,5): X⁻³ −0.0041 eV, 1/N +0.0020 eV

The 1/N result is closer for each pair. To see why, let ρ = δ_(X−1)/δ_X be the true error ratio and R = f_(X−1)/f_X the assumed one. Then g = 1/(R−1), and

extrapolated value − I_ref = −δ_X + g(δ_(X−1) − δ_X) = δ_X (ρ − R)/(R − 1).

An assumed ratio that is too large leaves the result too low. For the last pair ρ = 1.869, while R = 1.953 for X⁻³ and 1.833 for 1/N. For (3,4), ρ = 2.166, with R = 2.370 and 2.143. For (2,3), ρ = 2.139 is far below both 3.375 and 2.800, so neither law describes the convergence there: both reduce the X = 3 error of 0.1875 eV, but they leave 0.0975 and 0.0688 eV of it.

The asymptotic angular law does not require this advantage, but at these small X the angular error alone already shows it. With complete radial functions and l < X, the missing angular parts are 0.2496, 0.0882, 0.0401 and 0.0213 eV for X = 2 to 5. They lie below 2zC/(3X³), which is too large by 21% at X = 3 and by 8% at X = 5, so they fall more slowly than X⁻³. Their ratios are ρ = 2.83, 2.20 and 1.88, each closer to the 1/N value of R than to the X⁻³ value. For this purely angular error the two laws are nearly tied at the pair (5,6), with extrapolation errors of −0.0006 eV for X⁻³ and +0.0007 eV for 1/N; for the pairs (6,7) to (9,10) X⁻³ is the closer law. The radial parts, 0.0993, 0.0465 and 0.0250 eV for X = 3 to 5, fall with the similar ratios 2.14 and 1.86, for which nothing above gives a derivation. One conjecture for the total error is that adding shell n changes I by an amount proportional to n⁻⁴. The missing shells n ≥ X+1 would then sum to about (X+1/2)⁻³/3, which 1/N imitates. The last two increments have the ratio 0.0402/0.1009 = 0.40, near (4/5)⁴ = 0.41. The preceding ratio, 0.1009/0.2136 = 0.47, is not near (3/4)⁴ = 0.32, so the evidence is limited.

7. Separating the Hartree-Fock part

The λ⁻⁴ law was derived for correlation and gives no reason to extrapolate I_HF in the same way. One may extrapolate only I − I_HF and add I_HF from the larger basis. For the pair (4,5) the errors become −0.0061 eV for X⁻³ and −0.0003 eV for 1/N.

The second number benefits from a cancellation. The Hartree-Fock value at X = 5 is itself 24.9788 − 24.9778 = 0.0010 eV too low, so the extrapolated correlation part is about 0.0007 eV too high. For (3,4) the separation gives −0.0174 and −0.0036 eV, both worse than extrapolating the total. Separation has the clearer justification, but in these small bases it does not guarantee a smaller total error.


COMPARISON

The scaling estimate found the correct leading power for the angular error. Its prefactor of one hartree gave 0.22 eV at X = 5, against a total error of 0.046 eV. The derived angular prefactor is 2zC/3 = 2.9 eV, about 0.11 hartree. It gives 0.023 eV at X = 5, close to the computed angular part of 0.021 eV but only half of the total; the other half, 0.025 eV, is the radial error of cc-pV5Z.

The second estimate gives a remaining error of (5/3) × 0.0402 = 0.067 eV, about 45% above the true 0.046 eV. It treated a step from X = 4 to X = 5 as infinitesimal. The finite-step factors replace X/3 by approximately X/3 − 2/3 or X/3 − 1/2. These constants vanish relative to X/3 for large X, but at X = 5 they decide the result.

For helium in this model, 1/N extrapolation from the pair (4,5) is closer to the basis limit, by 0.002 eV in absolute error. The two extrapolated values differ by 0.006 eV, and here they bracket the limit. That bracketing is not guaranteed: for the pair (2,3) both values are too low.
